\section*{Dipole and quadrupole subtraction for interpolating electron–phonon vertices in insulators, part 3}

An electron--phonon vertex $g$ computed on a coarse $N\times N\times N$ phonon grid is to be Fourier-interpolated after subtracting its non-analytic part. Units are Hartree atomic (electron charge $-1$). For sublattice $\kappa$ at $\boldsymbol\tau_\kappa$ displaced along $\alpha$ in an insulator of cell volume $\Omega$, two derivations gave
\begin{align}g^{\kappa\alpha}_{mn}(\mathbf k,\mathbf q)={}&\bar g^{\kappa\alpha}_{mn}(\mathbf k,0)+\frac{4\pi}{\Omega}\,\frac{e^{-i\mathbf q\cdot\boldsymbol\tau_\kappa}}{\mathbf q\cdot\epsilon\cdot\mathbf q}\Big\{\big[i q_\beta Z_{\kappa,\beta\alpha}+\tfrac12 q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}\big]\delta_{mn}\nonumber\\
&-q_\beta Z_{\kappa,\beta\alpha}\,q_\gamma\,(A^\gamma+U^\gamma)_{mn}\Big\}+O(q),\label{main}\end{align}
with $\bar g$ analytic, $Z$ the Born charge, $Q$ the dynamical quadrupole, $\epsilon$ the electronic dielectric tensor, $A$ the Berry connection and $U$ the self-consistent potential change per unit field. A mode's vertex is $\sum_{\kappa\alpha}(2M_\kappa\omega)^{-1/2}e_{\kappa\alpha}\,g^{\kappa\alpha}$, with normalized eigenvector $e$.

For valence ($v$) and conduction ($c$) states with periodic parts $u$,
\begin{equation}\chi^0_{\mathbf G\mathbf G'}=\frac{4}{N_k\Omega}\sum_{\mathbf k vc}\frac{M_{\mathbf G}M^*_{\mathbf G'}}{\varepsilon_{v\mathbf k}-\varepsilon_{c,\mathbf k+\mathbf q}},\qquad M_{\mathbf G}=\langle u_{v\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{c,\mathbf k+\mathbf q}\rangle .\label{chi0}\end{equation}
\begin{equation}\langle u_m|\partial_\gamma u_n\rangle=\frac{p^\gamma_{mn}}{\varepsilon_n-\varepsilon_m}.\label{kp}\end{equation}
Here $p^\gamma$ represents $\partial H_{\mathbf k}/\partial k_\gamma$, with crystal potential $V$. With kernel $K=\bar K+(4\pi/q^2)e_0e_0^T$, $e_0$ selecting $\mathbf G=0$, $L=(1-\bar K\chi^0)^{-1}$ and $\bar\chi=\chi^0L$, the screened perturbation is
\begin{equation}\delta V=\delta\bar V+\phi\,Le_0,\qquad \phi=-\frac{4\pi\bar\rho}{q^2-4\pi\bar\chi_{00}} ,\label{exact}\end{equation}
$\delta\bar V$ and charge $\bar\rho$ being taken at $\phi=0$. With $\chi^0_{\mathbf G0}=q_\gamma W^\gamma_{\mathbf G}+\dots$, $\chi^0_{00}=q_\beta q_\gamma h_{\beta\gamma}+\dots$ and ionic charges $z_\kappa$,
\begin{equation}q^2-4\pi\bar\chi_{00}=\mathbf q\cdot\epsilon\cdot\mathbf q+O(q^4),\qquad \epsilon_{\beta\gamma}=\delta_{\beta\gamma}-4\pi\big(h_{\beta\gamma}+W^{\beta\dagger}iU^\gamma\big).\label{eps}\end{equation}
\begin{equation}\Omega\bar\rho\,e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}=-iq_\beta Z_{\kappa,\beta\alpha}-\tfrac12q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}+O(q^3),\label{mom}\end{equation}
\begin{equation}\sum_\kappa Z_{\kappa,xx}=\sum_\kappa z_\kappa-\frac{4}{N_k}\sum_{\mathbf kvc}\frac{|p^x_{vc}|^2}{\varepsilon_c-\varepsilon_v}=\frac{2}{N_k}\sum_{\mathbf kv}\frac{\partial^2\varepsilon_{v\mathbf k}}{\partial k_x^2},\label{asr}\end{equation}
which vanishes for an exact zone integral.

In silicon $\boldsymbol\tau_{1,2}=\pm\frac a8(1,1,1)$, $Q^{\beta\gamma}_{\kappa\alpha}=Q_\kappa|\varepsilon_{\alpha\beta\gamma}|$ and $Q_2=-Q_1$. The optical pattern $g_\alpha^{\rm opt}=e^{i\mathbf q\cdot\boldsymbol\tau_1}g^{1\alpha}-e^{i\mathbf q\cdot\boldsymbol\tau_2}g^{2\alpha}$ obeys
\begin{equation}\mathbf g^{\rm opt}(\mathbf q\to0)-\bar{\mathbf g}^{\rm opt}(0)=C\,(\hat q_y\hat q_z,\ \hat q_x\hat q_z,\ \hat q_x\hat q_y),\qquad C=\frac{4\pi(Q_1-Q_2)}{\Omega\epsilon}.\label{si}\end{equation}
On the $\Delta$ conduction band, $\bar{\mathbf g}^{\rm opt}_{nn}(0)=0$.

For the real-space vertex tail $F$ and the displaced atom's macroscopic potential $\Phi$ (tildes: Fourier transforms; $\mathbf K=\mathbf q+\mathbf G$),
\begin{equation}\sum_{\mathbf R}e^{-i\mathbf q\cdot\mathbf R}F(\mathbf R-\boldsymbol\tau_\kappa)=\frac1\Omega\sum_{\mathbf G}e^{-i\mathbf K\cdot\boldsymbol\tau_\kappa}\tilde F(\mathbf K),\qquad
\tilde F=-\tilde\Phi\,[\delta_{mn}+i\mathbf K\cdot(\mathbf A+\mathbf U)_{mn}].\label{poisson}\end{equation}

\subsection{Numbers}

The numerical check solves the response problem in plane waves with the Appelbaum--Hamann local pseudopotential, $v(K)=e^{-x}[-4\pi z/K^2+(\pi/\alpha)^{3/2}(v_1+(v_2/\alpha)(\tfrac32-x))]$ with $x=K^2/4\alpha$, $\alpha=0.6102$, $v_1=3.042$, $v_2=-1.372$ a.u., exchange-only LDA, a lattice constant taken as a model input, $a=10.26$ bohr ($\Omega=270.011$ bohr$^3$, $4\pi/\Omega=0.04654$ bohr$^{-3}$), a 3 Ha cutoff, 259 vectors $\mathbf G$ for potentials and 32 $\mathbf k$ points. It evaluates \eqref{chi0} between $\mathbf k-\mathbf q/2$ and $\mathbf k+\mathbf q/2$ in one basis, which keeps the pairing of $\mathbf k$ with $-\mathbf k$ exact on the mesh. The response code is tested by the rigid shift, $\sum_\kappa\delta\bar V^{\kappa x}(0)=-\partial_xV$, met to $2.5\times10^{-10}$ of the largest component, and \eqref{exact} is tested at each $\mathbf q$ against a solution with the full kernel $K$.

With 32 points, \eqref{eps} at $\mathbf q=0$ and the head at $q=10^{-4}$ bohr$^{-1}$ both give $\epsilon=17.74$. The Born charges are $Z_1=Z_2=-0.929$, far from zero. Their sum $-1.8583$ equals the band-curvature side of \eqref{asr}, obtained from finite differences of eigenvalues, $-1.8583$, so the residue belongs to the mesh and basis. From the real part of \eqref{mom} along $[011]$, $Q_1=-Q_2=-23.51\;e\,$bohr; the sign is tied to the label of the atom at $+\frac a8(111)$. Then $C=0.04654\times(-47.03)/17.74=-0.1234$ Ha/bohr. Along $(1,2,3)/\sqrt{14}$ the angular factors are $6/14$, $3/14$, $2/14$, and \eqref{si} gives $(-0.05289,-0.02644,-0.01763)$ Ha/bohr. The full solution for the fifth band at $\mathbf k=(0.85,0,0)\,2\pi/a$, where $\bar g^{\rm opt}(0)$ is zero to rounding, is $(-0.05289,-0.02643,-0.01762)$. Along $[111]$ the formula gives $C/3=-0.0411$ in each component, along $[011]$ $C/2=-0.0617$ in $x$ alone, and along $[100]$ zero, all reproduced. The test tolerance is $2\times10^{-4}$ Ha/bohr and the printed differences are about $10^{-5}$. The same test is passed at $\mathbf k=(0.7,0.2,0.1)\,2\pi/a$, where $|\bar{\mathbf g}^{\rm opt}(0)|=0.090$ Ha/bohr, comparable to the $[111]$ jump $0.0411\sqrt3=0.071$ Ha/bohr.

Repeating the response with 256 points in the same potential gives $\epsilon=11.57$, $Z=-0.050$ and $Q_1=-14.15\;e\,$bohr. Relative to the 32-point values $Q$ falls by 40\% and $\epsilon$ by 35\%, whereas $C=0.04654\times(-28.30)/11.57=-0.1138$ Ha/bohr changes by 8\%. These values are not converged. At 3 Ha a mesh of 2048 points moves them to $\epsilon\approx10.9$, $Q_1\approx-13.0\;e\,$bohr, $C\approx-0.111$ Ha/bohr; at 256 points a cutoff of 5 or 7 Ha, with all vectors $\mathbf G$ kept, moves them the other way, to $\epsilon\approx12.4$, $Q_1\approx-15.8\;e\,$bohr, $C\approx-0.118$ Ha/bohr. Thus $\epsilon$ shifts by up to 7\%, $Q$ by up to 12\% and the ratio $C$ by up to 5\%, which puts $D$ below between 2.3 and 2.5 eV/\AA{} and $|g|$ between 82 and 88 meV within this model. The numbers below, carried to more digits only to show the arithmetic, come from a local model pseudopotential with exchange only and deserve about one figure as statements about silicon.

For the longitudinal optical mode along $\hat{\mathbf n}=(1,1,1)/\sqrt3$, $e_{1,2}=\pm\hat{\mathbf n}/\sqrt2$ and the projection of the angular vector on $\hat{\mathbf n}$ is $3\cdot\frac13\cdot\frac1{\sqrt3}=0.57735$. The coupling per unit normal-mode amplitude is $D=0.11383\times0.57735/\sqrt2=0.0465$ Ha/bohr $=2.4$ eV/\AA. With the round inputs $M=28$ u and $\omega=60$ meV, $(2M\omega)^{-1/2}=0.06665$ bohr and $|g|=0.04647\times0.06665=3.10\times10^{-3}$ Ha $=84$ meV. Summing $|g|^2$ over the three optical modes, degenerate at $\Gamma$, gives the squared length of the angular vector. Its sphere average follows from $\langle\hat q_x^4\rangle=\frac12\int_{-1}^1\mu^4d\mu=\frac15$ and $1=\langle(\hat q_x^2+\hat q_y^2+\hat q_z^2)^2\rangle=\frac35+6\langle\hat q_x^2\hat q_y^2\rangle$, so $\langle\hat q_x^2\hat q_y^2\rangle=\frac1{15}$ and the three terms give $\frac15$, confirmed by quadrature. The root-mean-square vertex is $0.11383\times\sqrt{0.2/2}\times0.06665=2.40\times10^{-3}$ Ha $=65$ meV. An interpolation without the quadrupole returns a value tending to zero for this $\Delta$-band quantity as $q\to0$.

\section{A polar model}

A zincblende model with the same cores and ionic charges 4.5 and 3.5 tests the terms that silicon lacks. At 32 points $\epsilon=16.63$, $Z_1=-1.924$, $Z_2=0.167$, $Q_1=-19.84$, $Q_2=23.16\;e\,$bohr. The charges sum to $-1.758$, again equal to the band curvature, so the residue is as large as the charges and the numbers describe no material. Neither derivation of \eqref{main} used the sum rule, and the formula applies to the finite-mesh model as it stands. The test takes bands 1, 2 and 5 at $\mathbf k=(0.7,0.2,0.1)\,2\pi/a$ and $\mathbf q\parallel(1,2,3)$. The phases at $\mathbf k+\mathbf q$ are fixed by making $\langle u_{n\mathbf k}|u_{n,\mathbf k+\mathbf q}\rangle$ real, which sets $\mathbf q\cdot\mathbf A_{nn}=0$, and the off-diagonal elements come from \eqref{kp}, $A_{mn}=ip_{mn}/(\varepsilon_n-\varepsilon_m)$. The largest dipole term is $0.04654\times1.9244\times(3/\sqrt{14})/(16.6286\times10^{-4})=43.2$ Ha/bohr, the largest quadrupole term $0.04654\times23.16\times(6/14)/16.63=0.0278$ Ha/bohr. The largest difference between the full solution and \eqref{main}, over all displacements and band pairs, is $2.28\times10^{-5}$ Ha/bohr at $q=10^{-4}$ bohr$^{-1}$ and $4.57\times10^{-5}$ at twice that $q$, a ratio of 2.0 as an $O(q)$ remainder requires. Omitting $Q$, $A$ or $U$ raises it to $0.0278$, $0.0041$ and $0.00065$ Ha/bohr. The ordering $Q>A>U$ belongs to this model, these bands and this gauge.

\section{The interpolation error}

Take one orbital on a simple cubic lattice of constant $a$, $g(\mathbf q)=\sum_{\mathbf R}f(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}$, with $\mathbf R$ the position of the orbital relative to the displaced atom, and a grid $\mathbf q_{\mathbf j}=\mathbf j\Delta$, $\Delta=2\pi/L$, $L=Na$, $N$ odd. The discrete transform gives $f_N(\mathbf R)=N^{-3}\sum_{\mathbf j}g(\mathbf q_{\mathbf j})e^{i\mathbf q_{\mathbf j}\cdot\mathbf R}=\sum_{\mathbf n}f(\mathbf R+\mathbf nL)$, because $N^{-3}\sum_{\mathbf j}e^{i\mathbf q_{\mathbf j}\cdot(\mathbf R-\mathbf R')}$ is one when $\mathbf R'-\mathbf R$ is a supercell vector and zero otherwise. The interpolant sums $f_Ne^{-i\mathbf q\cdot\mathbf R}$ over the central supercell, so
\begin{equation}
g_N(\mathbf q)-g(\mathbf q)=\sum_{\mathbf R\in\,{\rm cell}}\sum_{\mathbf n\ne0}f(\mathbf R+\mathbf nL)\,\big[e^{-i\mathbf q\cdot\mathbf R}-e^{-i\mathbf q\cdot(\mathbf R+\mathbf nL)}\big].
\end{equation}
Only $f$ beyond $L/2$ enters. A term homogeneous of degree $p$ in $\mathbf q$ has a tail homogeneous of degree $-3-p$. Setting $\mathbf R=L\boldsymbol\rho$ and $\mathbf q=\mathbf t\Delta$, the bracket depends on $\boldsymbol\rho,\mathbf n,\mathbf t$ only, $f$ gives $L^{-3-p}$ and the sum over sites tends to $(L^3/\Omega)\int d^3\rho$. At fixed $\mathbf t$ the error scales as $N^{-p}$ for large $N$: $N^{1}$ for the dipole, $N^0$ for the quadrupole order, $N^{-1}$ for the remainder. For $p\le0$ the sum over $\mathbf n$ is conditionally convergent and is fixed by the value stored at $\Gamma$, where the non-analytic term is set to zero; this rule contains no length and preserves the scaling. The error at a fixed fraction of a grid step from $\Gamma$ thus grows with $N$ without dipole subtraction (and at any $N$ it diverges as $\mathbf t\to0$) and stays constant without quadrupole subtraction, while the region it occupies shrinks.

The size of that region sets the practical weight. As a scaling estimate, the missing part of $\int|g|^2d^3q$ within a grid step of $\Gamma$ is $\int^\Delta q^{2p}q^2dq\propto N^{-1}$ for the dipole and $N^{-3}$ for the quadrupole. A sum with smooth weight over the whole zone converges without the quadrupole, algebraically. A sum whose weight is confined to $q$ below some $q_0$, as in intravalley scattering near a band edge, misses most of the term as long as $q_0$ is smaller than the grid step $\Delta$. The subtraction is necessary in this sense.

The subtracted function must be periodic in $\mathbf q$ and share the singularity. Equation \eqref{poisson} with a Gaussian does both:
\begin{equation}
g^{L}=\frac{4\pi}{\Omega}\sum_{\mathbf K\neq0}e^{-i\mathbf K\cdot\boldsymbol\tau_\kappa}\,\frac{\{\dots\}_{\mathbf K}}{\mathbf K\cdot\epsilon\cdot\mathbf K}\,e^{-\eta\,\mathbf K\cdot\epsilon\cdot\mathbf K},
\end{equation}
with the braces of \eqref{main} evaluated at $\mathbf K=\mathbf q+\mathbf G$. Since $(1-e^{-\eta y})/y$ is entire in $y=\mathbf K\cdot\epsilon\cdot\mathbf K$, the damping changes only the analytic part. One transforms $g-g^L$, interpolates, and adds $g^L$ at the final $\mathbf q$.

The model used for the test is
\begin{equation}
g(\mathbf q)=\frac{4\pi}{\Omega}\sum_{\mathbf K\ne0}\frac{iZK_x+QK_yK_z+iOK_x^3}{K^2\,[1+(\epsilon-1)/(1+K^2\ell^2)]}\,e^{-K^2s^2/2},
\end{equation}
with round parameters $a=6.5$ bohr ($4\pi/\Omega=0.04576$ bohr$^{-3}$), $Z=2$, $Q=10$, $O=30$, $\epsilon=10$, $\ell=s=2$ bohr, and subtraction damping $e^{-1.5K^2}$, a different form factor from the model's own. With $iK_x\to\partial_x$, $K_yK_z\to-\partial_y\partial_z$ and $iK_x^3=-(iK_x)^3\to-\partial_x^3$ acting on $1/(\epsilon R)$, the tails are
\begin{equation}
f_D=-\frac{Zx}{\epsilon R^3},\qquad f_Q=-\frac{3Qyz}{\epsilon R^5},\qquad f_O=-\frac O\epsilon\Big(\frac{9x}{R^5}-\frac{15x^3}{R^7}\Big).
\end{equation}
On a grid with the $\mathbf K=0$ term omitted, $1/R$ is replaced by the potential of a periodic array in a neutralizing background, which obeys $\nabla^2\varphi=4\pi/L^3$ away from the charges; cubic symmetry gives $\varphi=1/R+{\rm const}+2\pi R^2/3L^3+O(R^4/L^5)$, adding $4\pi Zx/(3\epsilon L^3)$ to $f_D$. At $\mathbf R=(1,2,2)a$, $R=19.5$ bohr, $f_Q=-3\times13^2/19.5^5=-1.798\times10^{-4}$ Ha/bohr against $-1.797\times10^{-4}$ from the $N=21$ transform; the dipole gives $-1.732\times10^{-4}$ against $-1.733\times10^{-4}$ and the octupole $-5.072\times10^{-5}$ against $-5.075\times10^{-5}$. At $(2,3,3)a$ the three pairs differ by 0.6 to 0.7\% of the formula values, about ten times more, consistent with the $R^4/L^5$ image term, whose relative weight grows as $(R/L)^5$.

The interpolation is evaluated at $|\mathbf t|=0.1$ along $(1,2,2)/3$ for $N=11$ and 21. The errors are $0.342$ and $0.652$ Ha/bohr with nothing subtracted, $0.0201$ and $0.0201$ with the dipole alone, and $3.53\times10^{-4}$ and $1.85\times10^{-4}$ with both, giving exponents $0.999$, $0.000$ and $-1.000$. Their sizes follow from the form of the interpolant, a product of one-dimensional kernels that for large $N$ tend to $\sin\pi(t-j)/\pi(t-j)\approx(-1)^{j+1}t/j$ at small $t$ and $j\neq0$. To first order in $\mathbf t$ only grid points on the axes contribute. For the dipole, $F\propto q_x/q^2$ equals $1/(j\Delta)$ on the $x$ axis and zero on the others, so the interpolant is $(t_x/\Delta)\,2\sum_{j\ge1}(-1)^{j+1}/j^2=(\pi^2/6)\,t_x/\Delta$, a fraction $\pi^2t^2/6=0.016$ of the true $t_x/(t^2\Delta)$. At $N=21$ the true term is $0.04576\times2\times\frac13/(10\times0.00460)=0.663$, and $0.663\times(1-0.016)=0.652$. The quadrupole vanishes on all axes, its interpolant starts at order $t^2$, and the error is the jump $0.04576\times10\times\frac49/10=0.02034$ Ha/bohr up to that order; the computed $0.02011$ is 1.1\% below the jump. The octupole is analytic along the $x$ axis, $q_x^3/q^2=q_x$, so the interpolant has slope 1 in $q_x$ where the true slope along $(1,2,2)$ is $\hat q_x^2=\frac19$. The error is $0.04576\times3\times\frac89\times0.00460/3=1.87\times10^{-4}$ Ha/bohr, 1\% above the computed value, again the order of $t^2$. With the denominator replaced by the metallic $K^2+\kappa^2$, $\kappa=1$ bohr$^{-1}$, and nothing subtracted, the error is below $10^{-11}$ Ha/bohr on both grids.

\section*{Table of computed values}
\begin{verbatim}
a = 10.26 bohr, Omega = 270.011 bohr^3, Ecut = 3.0 Ha, nG = 259, q = 1e-04 1/bohr
pseudopotential alpha, v1, v2 = 0.6102, 3.042, -1.372 a.u.; 4pi/Omega = 0.04654 1/bohr^3
[Si, 32 k] ion charges 4.0, 4.0 e; rigid-shift rel. error 2.5e-10
  eps k.p = 17.7364, eps finite q = 17.7364
  Z1, Z2 = -0.9292, -0.9292 e; sum -1.8583, band curvature -1.8583
  Q1, Q2 = -23.5149, 23.5149 e bohr
  4pi(Q1-Q2)/(Omega eps) = -0.12341 Ha/bohr
  |gbar(0)| band 5: k=(.7,.2,.1) 0.09013, k=(.85,0,0) 5.3e-16 Ha/bohr
  q||(0, 1, 1) Delta band g_xyz full [-6.17e-02  1.00e-05  1.00e-05] formula [-0.0617  0.      0.    ] Ha/bohr
  q||(1, 0, 0) Delta band g_xyz full [0. 0. 0.] formula [0. 0. 0.] Ha/bohr
  q||(1, 1, 1) Delta band g_xyz full [-0.04114 -0.04113 -0.04113] formula [-0.04114 -0.04114 -0.04114] Ha/bohr
  q||(1, 2, 3) Delta band g_xyz full [-0.05289 -0.02643 -0.01762] formula [-0.05289 -0.02644 -0.01763] Ha/bohr
[Si, 256 k] eps = 11.5717, Z = -0.0501 e, Q1 = -14.1509 e bohr
  4pi(Q1-Q2)/(Omega eps) = -0.11383 Ha/bohr, LO[111] angular factor 0.57735
  M = 28.0 u, hw = 60.0 meV, (2 M w)^-1/2 = 0.06665 bohr
  D_LO[111] = 0.04647 Ha/bohr = 2.390 eV/A, |g| = 84.28 meV
  sphere average 0.20000; rms |g| summed over 3 optical modes 65.29 meV
[zincblende model, 32 k] ion charges 4.5, 3.5 e; rigid-shift rel. error 2.6e-10
  eps k.p = 16.6286, eps finite q = 16.6286
  Z1, Z2 = -1.9244, 0.1667 e; sum -1.7577, band curvature -1.7577
  Q1, Q2 = -19.8374, 23.1628 e bohr
  q||(1,2,3), bands 1,2,5: max residual 2.28e-05 at q, 4.57e-05 at 2q, Ha/bohr
  residual without D 43.18, Q 0.02780, A 0.00406, U 0.00065 Ha/bohr
[model] a=6.5 bohr Z=2.0 e Q=10.0 e bohr O=30.0 e bohr^2 eps=10.0; 4pi/Omega=0.04576
  screening length 2.0 bohr, orbital width 2.0 bohr, damping 1.5 bohr^2, kappa 1.0 1/bohr
  N=11 |q|=0.00879: error none 0.3417, D 0.02011, D+Q 3.53e-04, metal 7e-12 Ha/bohr
  N=21 |q|=0.00460: error none 0.6520, D 0.02011, D+Q 1.85e-04, metal 4e-12 Ha/bohr
  error exponents in N 0.999, -0.000, -1.000; quadrupole jump 0.02034 Ha/bohr
  R=(1, 2, 2)a=19.50 bohr FFT D,Q,O -1.733e-04 -1.797e-04 -5.075e-05 Ha/bohr
    multipole tails   -1.732e-04 -1.798e-04 -5.072e-05 Ha/bohr
  R=(2, 3, 3)a=30.49 bohr FFT D,Q,O -8.810e-05 -4.301e-05 -9.346e-06 Ha/bohr
    multipole tails   -8.747e-05 -4.331e-05 -9.287e-06 Ha/bohr
\end{verbatim}
